# Static permittivity of piezoelectric crystals at fixed strain and at zero stress

An aluminium nitride film with rounded, roughly typical constants has a permittivity along its polar axis of 10.0 if no strain is allowed. It has 10.65 if the film is bonded to a thick wafer, and 11.15 if the crystal is free to change shape. The atoms, the temperature and the field direction are the same in all three cases. The difference is the mechanical boundary condition, and it can be computed from two tensors that first-principles programs deliver.

## Result and conventions

Take a reference state with zero field and zero stress. Temperature is fixed, the response is static, and the ions inside the cell are free to relax. In atomic units, where $4\pi\varepsilon_0=1$,

$$\varepsilon^{\sigma}_{ab}=\varepsilon^{\eta}_{ab}+4\pi\sum_{jk}e_{aj}S_{jk}e_{bk},\qquad S=C^{-1}. \tag{1}$$

Here $\varepsilon^\sigma$ is the relative permittivity at zero stress and $\varepsilon^\eta$ that at fixed strain. $C$ is the $6\times6$ stiffness at fixed field (short circuit), and $e$ is the $3\times6$ proper piezoelectric tensor. Strains are ordered $xx,yy,zz,yz,xz,xy$ with doubled shears, $\eta_4=2\eta_{yz}$ and so on. With this choice $e_{a4}$ equals the tensor component $e_{a,yz}$ without a factor, and $S$ is the plain matrix inverse of $C$.

In SI units $4\pi$ becomes $1/\varepsilon_0$. For one component, two practical forms are

$$\Delta\varepsilon=0.01129\,\frac{e^2}{C}\ \ (\mu\mathrm{C/cm^2},\ \mathrm{GPa}),\qquad
\Delta\varepsilon=181\,\frac{e^2}{C}\ \ (e/\text{Å}^2,\ \mathrm{eV/Å^3}).$$

The first factor is $(10^{-2})^2/(8.854\times10^{-12}\cdot10^{9})$. The second is $4\pi\times14.40$, because the squared elementary charge over $4\pi\varepsilon_0$ is 14.40 eV Å.

## Which field and which charge

A strained sample has changed its thickness and area, so the variables must be fixed before anything is differentiated. Let $F$ be the deformation gradient, which carries a reference segment $dX$ into $dx=F\,dX$, and let $J=\det F$. The voltage along a segment is $E\cdot dx=(F^{T}E)\cdot dX$. The flux through an area element is $D\cdot n\,da=(JF^{-1}D)\cdot N\,dA$, because $n\,da=JF^{-T}N\,dA$. The natural variables are therefore

$$\tilde E=F^{T}E,\qquad \tilde D=JF^{-1}D. \tag{2}$$

They are the voltage per reference length and, up to $4\pi$, the electrode charge per reference area. A capacitance meter measures these two. A rigid rotation $R$ changes $F$ to $RF$, $E$ to $RE$ and $D$ to $RD$, and leaves both variables unchanged, so rotations need no further attention.

Let $H$ be the energy of one reference cell, of volume $\Omega$, minus charge times voltage of the source that holds the voltage fixed. When the voltage changes, $dH=-Q\,dV$. Per cell this reads

$$\tilde D=-\frac{4\pi}{\Omega}\frac{\partial H}{\partial\tilde E},\qquad \tau=\frac1\Omega\frac{\partial H}{\partial\eta}, \tag{3}$$

where $\tau$ is the stress that external tractions must supply. Zero stress means $\tau=0$. The electrical forces on the electrodes are contained in $H$. Any part linear in the field is included in the piezoelectric coupling $e$. The rest is quadratic in the field, so it does not enter the linear response about zero field.

## From force constants to relaxed tensors

Let $u$ collect the ionic displacements, measured in reference coordinates. Forces and stress vanish in the reference state, so to second order

$$\begin{aligned}H=H_0&-\Omega P_s\!\cdot\!\tilde E+\tfrac12u^{T}Ku-u^{T}\Lambda\eta+\tfrac{\Omega}{2}\eta^{T}\bar C\eta\\&-\tilde E^{T}Zu-\Omega\tilde E^{T}\bar e\,\eta-\tfrac{\Omega}{8\pi}\tilde E^{T}\varepsilon^{\infty}\tilde E .\end{aligned} \tag{4}$$

$K$ holds the force constants at zero macroscopic field, $\Lambda$ the forces produced by strain, and $Z$ the Born charges. $\bar C$, $\bar e$ and $\varepsilon^\infty$ are the clamped-ion stiffness, piezoelectric tensor and permittivity, and $P_s$ is the spontaneous polarization.

Setting $\partial H/\partial u=0$ gives $Ku=\Lambda\eta+Z^{T}\tilde E$. A uniform translation of all ions costs no energy, so $K$ is singular. The right side contains no net force, because the Born charges sum to zero and so do the forces due to strain. One ion may therefore be held in place, and $K^{-1}$ is understood in that sense. At the stationary point the terms in $u$ add up to

$$-\tfrac12(\Lambda\eta+Z^{T}\tilde E)^{T}K^{-1}(\Lambda\eta+Z^{T}\tilde E).$$

Its expansion has a part in $\eta\eta$, a part in $\tilde E\eta$ and a part in $\tilde E\tilde E$. Each is joined to the matching term of (4), after division by $\Omega$:

$$\begin{aligned}C&=\bar C-\Lambda^{T}K^{-1}\Lambda/\Omega,\\ e&=\bar e+ZK^{-1}\Lambda/\Omega,\\ \varepsilon^{\eta}&=\varepsilon^\infty+\tfrac{4\pi}{\Omega}ZK^{-1}Z^{T}.\end{aligned} \tag{5}$$

In the last line, $-\varepsilon^\eta/8\pi=-\varepsilon^\infty/8\pi-ZK^{-1}Z^T/2\Omega$ was multiplied by $-8\pi$. Fixed strain thus means a fixed cell, not fixed ions. All three tensors in (1) must be the relaxed ones of (5).

## Elimination of the strain

The enthalpy per reference volume is now

$$h=h_0-P_s\!\cdot\!\tilde E+\tfrac12\eta^{T}C\eta-\tilde E^{T}e\,\eta-\tfrac1{8\pi}\tilde E^{T}\varepsilon^\eta\tilde E,$$

and (3) gives

$$\tau=C\eta-e^{T}\tilde E,\qquad \tilde D=4\pi P_s+4\pi e\,\eta+\varepsilon^{\eta}\tilde E. \tag{6}$$

At fixed strain the slope of $\tilde D$ is $\varepsilon^\eta$, as its name says. At zero stress the first equation gives $\eta=Se^{T}\tilde E$. Inserted in the second, it gives

$$\tilde D=4\pi P_s+\left(\varepsilon^\eta+4\pi eSe^{T}\right)\tilde E,$$

which is (1). The factor $e$ enters twice: the field strains the crystal through $e^T$, and the strain returns charge to the electrodes through $e$. The matrix $d=eS$ is the strain per field, so the excess is also $4\pi\,d\,e^{T}$.

## Sign, and partly held crystals

Write $x=e^{T}\tilde E$. The excess along the field is $4\pi x^{T}Sx$. If $C$ is positive definite, so is $S$, and the excess cannot be negative. It is zero when $e^T\tilde E=0$, that is, when the field couples to no strain. The precise statement is therefore that $\varepsilon^\sigma-\varepsilon^\eta$ is positive semidefinite. In a crystal with an inversion centre, inversion reverses $\tilde E$ but not $\eta$. This forces $e=0$, and the two permittivities coincide at zero bias.

Completing the square gives

$$2x^{T}\eta-\eta^{T}C\eta=x^{T}Sx-(\eta-Sx)^{T}C(\eta-Sx), \tag{7}$$

so that

$$\tilde E^{T}(\varepsilon^\sigma-\varepsilon^\eta)\tilde E=4\pi\max_\eta\left[2x^{T}\eta-\eta^{T}C\eta\right].$$

If some strains are held at zero, the maximum is taken over a smaller set and cannot rise. For a free subset $f$ of the strains,

$$\varepsilon^{f}=\varepsilon^\eta+4\pi\,e_f\,(C_{ff})^{-1}e_f^{T},\qquad \varepsilon^\eta\le\varepsilon^{f}\le\varepsilon^\sigma, \tag{8}$$

where the inequalities compare quadratic forms. The block $C_{ff}$ is cut from the stiffness and then inverted. A block cut from $S$ must not be used in its place. It is the compliance with the held directions released, but (8) would then lack the piezoelectric coupling of those directions, and the result would in general be neither $\varepsilon^f$ nor $\varepsilon^\sigma$.

If an eigenvalue of $C$ falls towards zero and its strain couples to the field, the excess grows without limit in this linear theory. If an eigenvalue is negative, the stress-free crystal is unstable. Equation (1) then describes a stationary point that is not a minimum, and the sign statement is lost.

## The hexagonal polar crystal

In class 6mm, with the polar axis along 3, the nonzero piezoelectric constants are $e_{31}=e_{32}$, $e_{33}$ and $e_{15}=e_{24}$. A field along 1 couples to one shear strain, so $\Delta\varepsilon_{11}=e_{15}^2/(\varepsilon_0C_{44})$.

A field $E$ along 3 produces equal in-plane strains $s$ and a normal strain $z$. The bracket in (7) is

$$2E(2e_{31}s+e_{33}z)-2(C_{11}+C_{12})s^2-4C_{13}sz-C_{33}z^2 .$$

Its maximum over $z$ lies at $z=(e_{33}E-2C_{13}s)/C_{33}$. There the terms in $z$ give $(e_{33}E-2C_{13}s)^2/C_{33}$. Expanding this square and collecting powers of $s$ leaves

$$\frac{e_{33}^2E^2}{C_{33}}+4e_fEs-2Ms^2,$$

$$e_f=e_{31}-\frac{e_{33}C_{13}}{C_{33}},\qquad M=C_{11}+C_{12}-\frac{2C_{13}^2}{C_{33}}.$$

A film on a thick wafer has $s=0$, while its upper surface is free. For a free crystal the maximum lies at $s=e_fE/M$ and adds $2e_f^2E^2/M$. Hence

$$\Delta\varepsilon_{33}^{\rm film}=\frac{e_{33}^2}{\varepsilon_0C_{33}},\qquad
\Delta\varepsilon_{33}^{\rm free}=\Delta\varepsilon_{33}^{\rm film}+\frac{2e_f^2}{\varepsilon_0M}. \tag{9}$$

## Numbers for an aluminium nitride film

The stiffnesses $C_{11},C_{12},C_{13},C_{33},C_{44}$ are 400, 140, 110, 390 and 120 GPa. The constants $e_{31},e_{33},e_{15}$ are $-60$, 150 and $-40$ μC/cm². The fixed-strain permittivities are 9.0 across the axis and 10.0 along it.

For the film, $0.01129\times150^2/390=0.65$. For the free crystal, $e_f=-60-150\times110/390=-102$ μC/cm² and $M=540-2\times110^2/390=478$ GPa. The added term is $0.01129\times2\times102.3^2/478=0.49$, and the total excess is 1.15. Relative to the fixed-strain value, the film gains 6.5 % and the free crystal 11.5 %. Across the axis the free crystal gains $0.01129\times40^2/120=0.15$.

The in-plane part is large because $e_{31}$ and $-e_{33}C_{13}/C_{33}$ have the same sign. The free crystal contracts sideways by $d_{31}=-2.1$ pm/V and lengthens by $d_{33}=5.1$ pm/V, and both motions bring charge to the electrodes.

At a thickness of 200 nm the capacitance density is 44.3 nF/cm² at fixed strain and 47.2 nF/cm² for the film. At 1 MV/cm the linear theory gives a normal strain of $3.85\times10^{-4}$, a thickness change of 0.077 nm and an extra charge of 0.058 μC/cm². The excess is quadratic in $e$, so an error of 10 % in $e_{33}$ moves the film excess by about 20 %.

## Two substitutions that change the answer

**Stiffness at fixed flux.** An isolated pair of electrodes fixes the component of $\tilde D$ that it collects. If all three components are fixed, equation (6) gives $\delta\tilde E=-4\pi(\varepsilon^\eta)^{-1}e\,\eta$. The stress becomes $\tau=C^D\eta$ with

$$C^{D}=C+4\pi e^{T}(\varepsilon^\eta)^{-1}e. \tag{10}$$

The added term is positive semidefinite, so the inverse of $C^D$ gives too small an excess, or at best an equal one. For the film, $C_{33}^D/C_{33}=1+0.65/10.0$, and the excess would come out as 0.61 instead of 0.65.

**Cartesian flux.** From (2), $D=F\tilde D/J$. At zero field $\tilde D=4\pi P_s$, so a small strain matrix $\eta$ changes $D$ by the additional amount $4\pi(\eta P_s-P_s\,\mathrm{tr}\,\eta)$. If $M_j$ is the strain matrix for unit $\eta_j$, the slope of $D$ at zero stress and without rotation is

$$\varepsilon^\eta+4\pi\,(e+g)\,Se^{T},\qquad g_{aj}=(M_jP_s)_a-P_{s,a}\,\mathrm{tr}M_j. \tag{11}$$

The two outer factors now differ, so neither symmetry nor positivity is guaranteed. The slope of electrode charge against voltage does not contain $P_s$. A program that reports the improper tensor $e+g$ must have $g$ removed before (1) is used.

## Test on a nonlinear model crystal

The linear algebra was compared with a model whose enthalpy is written for finite strain. It has two ions in a face-centred cubic cell of edge 4.40 Å. Four bond springs of 16, 12, 10 and 8 eV/Å² join unlike ions, and further springs join second neighbours, with a spring constant of 2 eV/Å² when both sublattices are added together. The moving ion carries $-1.5\,e$. The electronic permittivity and clamped-ion piezoelectric tensor are listed among the inputs of the program. These are round model parameters and represent no particular material.

Ions and strains were relaxed numerically at small fields of both signs, and the slope of the electrode charge was taken. The tensors $e$ and $C$ came from separate runs with imposed strain at zero field. The stress-free excess has eigenvalues 3.374, 3.584 and 4.021 by either route, and the largest difference between matrix elements is $4\times10^{-6}$. Equations (5), (8), (10) and (11) were tested in the same model and held.

The stiffness has five equal eigenvalues of 0.4545 eV/Å³, although the bonds are unequal. The four unit bond vectors sum to zero, so the sum of the four bond extensions does not depend on $u$. To first order this sum depends on strain through the volume change alone. At fixed volume the ions can therefore move so that no bond changes its length, and the second-neighbour springs alone resist. Taken alone, these springs give $C_{11}=2C_{12}=2C_{44}$, with $C_{44}$ equal to their combined spring constant over the cell edge, $2/4.40=0.4545$ eV/Å³. The bonds resist only the volume change, which adds the same amount to $C_{11}$ and $C_{12}$. Hence $C_{11}-C_{12}=C_{44}$ in the whole crystal, and five eigenvalues coincide.

The same motion explains the large shear coupling. Under a shear $\eta_4$ the bonds keep their length if the moving ion shifts by $-(4.40/4)\,\eta_4$ Å along $x$. With cell volume $4.40^3/4=21.3$ Å³, this adds $1.5\times1.10/21.3=0.0775$ to the clamped-ion value 0.015, which gives the computed $e_{x4}=0.0925$ $e$/Å². This component alone contributes $181\times0.0925^2/0.4545=3.4$ to the $xx$ excess, whose full value is 3.50.

When the in-plane strains are held, the $zz$ permittivity is 6.18, close to the fixed-strain value 6.13 and far from the stress-free 9.75. A field along $z$ acts mainly through the $xy$ shear, which is one of the held strains. A field along $x$ acts through $yz$, which remains free, and 8.91 of the full 8.97 is reached.

With $C^D$ in place of $C$, the trace of the excess falls from 10.98 to 6.72. For Cartesian $D$ a value of $P_s$ is needed, and it depends on which bond is chosen to form the dipole of the cell. With the bond along [111], the slope is asymmetric by up to 0.35, and the symmetric part of its excess has eigenvalues 1.10, 4.18 and 4.59. Another bond gives other numbers, while the slope of the electrode charge stays the same. Positivity survives in this case, but it is not assured by (11).

## The film beside a real one

The constants above are rough values in the usual range for crystalline aluminium nitride. A permittivity near 10 is far above that of a low-k insulator. Where low capacitance is wanted, the film would therefore have to be justified by other properties, such as heat conduction. A disordered insulator that is isotropic on the large scale has $e=0$ on average, so releasing its overall strain adds nothing to the permittivity. In a real film, some columns may grow with the opposite polarity. If all columns must share one normal strain, an inverted area fraction $x$ reduces $e_{33}$ by the factor $1-2x$. For 2 % inversion the excess falls by 7.8 %, from 0.65 to 0.60. Columns that strain independently lose less, because the excess is even in $e$.

The other estimates are also relative to the film excess and rest on rough coefficients:

- **Bias.** At fixed in-plane strain, the dielectric part of the flux is $\varepsilon_0\varepsilon\tilde E/(1+\eta)$. Its strain derivative changes $e_{33}$ by $\varepsilon_0\varepsilon E(d\ln\varepsilon/d\eta-1)$. At 1 MV/cm, a logarithmic derivative of magnitude 3 changes $e_{33}$ by up to 2.4 %, and the excess, which is quadratic in $e_{33}$, by up to 4.7 %. The field-induced strain also shifts the dielectric term itself by a further 2.4 % of the excess, so the small-signal permittivity moves by up to about 7 % of the excess, or 0.05.
- **Elasticity.** If stiffness changes by ten times the strain, the field-induced strain gives 0.4 % and a residual stress of 0.5 GPa gives about 1 %. Softening by $6\times10^{-5}$ per kelvin gives 0.6 % for 100 K of warming. These figures count the stiffness alone. The same residual stress, if biaxial, gives a normal strain of $6\times10^{-4}$, and with a logarithmic derivative of 3 this moves the fixed-strain permittivity by 0.018, or 2.7 % of the excess. The dependence of $e_{33}$ on strain and that of the fixed-strain permittivity on temperature are not included.
- **Axis tilt.** Rotating the full tensors by 2° changes the excess by 0.4 %.
- **Wafer.** A silicon wafer 725 μm thick, with a biaxial modulus of 180 GPa, yields slightly by stretching and bending. This changes the excess by 0.2 %.

The film value also needs a suitable frequency. The film is a quarter of an acoustic wavelength thick near 14 GHz, and the static value holds only well below that frequency. In a one-dimensional acoustic model with massless electrodes on thick silicon, the excess is higher by 0.4 % at 1 GHz and by 7 % at 5 GHz. Silicon has the lower acoustic impedance, so the film resonates near the half-wave frequency of 28 GHz. Well above this, and away from overtones, the mean normal strain cannot follow the field. Resonances of the whole wafer lie lower and were not sized. For a resistivity of $10^{12}$ Ω cm, leakage current exceeds displacement current below about 0.2 Hz. The field is a fifth of a rough breakdown field of 5 MV/cm. Tunnelling through a 2 eV barrier with mass $0.3\,m_e$ is below $10^{-39}$ A/cm² at zero temperature. Thermal excitation at 300 K raises it to the order of $10^{-23}$ A/cm² if image-force lowering of the barrier is ignored, which is still negligible. Conduction through defects is not in these figures.

For a layout calculation, the film value in (9) applies to a wide, uniformly biased capacitor with a free outer surface. A uniform cover layer does not change this in the static limit, since force balance keeps the normal stress at zero through the stack. A small biased area under a stiff cover is partly held by its surroundings, and a narrow pillar is partly released sideways. For a uniform field along the axis, both cases lie between 10.0 and 11.15 with the present constants, and the value within that range requires an elastic calculation of the actual shape.

## Computed values

```
MODEL CRYSTAL
lattice constant: 4.40 angstrom
four bond springs: 16.0 12.0 10.0 8.0 eV/angstrom^2
second-neighbour spring: 2.0 eV/angstrom^2
moving-ion charge: -1.5 e
electronic permittivity xx yy zz xy yz xz: 4.2 4.5 4.8 0.1 0.2 0.0
clamped-ion e, row x: 0.010 -0.005 0.000 0.015 0.005 0.000 e/angstrom^2
clamped-ion e, row y: 0.000 0.010 -0.005 0.000 0.020 0.005 e/angstrom^2
clamped-ion e, row z: -0.010 -0.005 0.020 0.005 0.000 0.015 e/angstrom^2
relaxed-ion e, row x: 0.0265 0.0115 0.0165 0.0925 0.0050 -0.0000 e/angstrom^2
relaxed-ion e, row y: 0.0096 0.0196 0.0046 -0.0000 0.0975 0.0050 e/angstrom^2
relaxed-ion e, row z: -0.0109 -0.0059 0.0191 0.0050 0.0000 0.0925 e/angstrom^2
stiffness eigenvalues: 0.4545 0.4545 0.4545 0.4545 0.4545 4.2697 eV/angstrom^3
fixed-strain permittivity xx yy zz: 5.4687 5.8090 6.1291
in-plane-held permittivity xx yy zz: 8.9120 9.5940 6.1775
stress-free permittivity xx yy zz: 8.9719 9.6642 9.7495
excess eigenvalues, direct: 3.37374 3.58380 4.02128
excess eigenvalues, formula: 3.37373 3.58380 4.02128
largest direct-formula difference: 4.1e-06
excess trace: correct, with fixed-D compliance: 10.9788 6.7195
Cartesian-D slope, largest asymmetry: 0.3542
Cartesian-D excess, symmetric-part eigenvalues: 1.0974 4.1812 4.5879
ALUMINIUM NITRIDE FILM (rough constants)
C11 C12 C13 C33 C44: 400 140 110 390 120 GPa
e31 e33 e15: -60 150 -40 uC/cm2
fixed-strain permittivity 11 33: 9.0 10.0
thickness: 200 nm
field: 1.0 MV/cm
d31 d33 d15: -2.14 5.05 -3.33 pm/V
excess 33: film, free crystal: 0.6516 1.1463
excess 11, free crystal: 0.1506
permittivity 33: film, free crystal: 10.652 11.146
relative excess 33: film, free crystal: 6.52 11.46 %
capacitance density: fixed strain, film: 44.27 47.16 nF/cm2
film normal strain at the field: 3.85e-04
film thickness change: 0.077 nm
extra charge, film: 0.0577 uC/cm2
OMITTED EFFECTS, as a share of the film excess
bias dependence of e33: 4.72 %
elastic nonlinearity: 0.38 %
residual stress 0.5 GPa: 1.25 %
warming by 100 K: 0.60 %
isothermal-adiabatic difference: 0.11 %
inverted domains 2 %, upper bound: 7.84 %
axis tilt 2 degrees: 0.40 %
wafer compliance: 0.22 %
largest of these: inverted domains 2 %, upper bound
film quarter-wave frequency: 14.0 GHz
leakage dominates below (1e12 ohm cm): 0.17 Hz
tunnel current (2 eV, 0.3 m_e), log10 of A/cm2: -39.5
field / rough breakdown field of 5 MV/cm: 0.20
```
